# In-plane phonon conductivity of a thick film with diffuse surfaces

## Definitions and conventions

A film occupies $0<z<d$ and extends without limit along $x$ and $y$. Its temperature varies as $T(x)=T_0+Gx$, where $G$ is small and constant. Heat is carried by phonons of one speed $v$ and one relaxation time $\tau$, so there is one mean free path $L=v\tau$. This is the grey model. The heat capacity per volume is $C$, and $r=d/L$ is the reduced thickness. SI units are used, with lengths in nm.

The unit vector $\mathbf n$ gives the direction of travel, and $\mu=|n_z|$ lies between 0 and 1. Collisions inside the film relax the distribution towards local equilibrium and destroy phonon momentum. A diffuse surface sends phonons back with equal occupation in all inward directions, and it absorbs no net energy.

The film conductivity $k$ is defined by the thickness-averaged heat flux, $\bar q_x=-kG$. The bulk value is $k_0$, and the fractional reduction is $R=1-k/k_0$. The result for $d\gg L$ is

$$R\simeq\frac{3L}{8d}.$$

The exponential integrals used below are

$$E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}\,d\mu=\int_1^\infty u^{-n}e^{-su}\,du,$$

where the second form follows from $u=1/\mu$.

## The linear transport equation

Write the occupation as $f=f_0(T(x))+g$, where $f_0$ is the Bose distribution and $g$ is of first order in $G$. The steady Boltzmann equation is

$$v n_x\frac{\partial f}{\partial x}+v n_z\frac{\partial f}{\partial z}=-\frac{g}{\tau}.$$

The equilibrium part depends on $x$ but not on $z$. The term $v n_x\,\partial g/\partial x$ is of second order in $G$ and is dropped, which leaves

$$v n_z\frac{\partial g}{\partial z}+\frac g\tau=-v n_xG\frac{\partial f_0}{\partial T}.$$

In bulk there is no $z$ dependence, so $g_{\rm b}=-\tau v n_xG\,\partial f_0/\partial T$. Set $g=g_{\rm b}h$. Since $g_{\rm b}$ does not depend on $z$, division by $g_{\rm b}/\tau$ gives

$$L n_z\frac{\partial h}{\partial z}+h=1.$$

Two conditions must be checked before this equation is solved. First, $T(x)$ must be the temperature that conserves energy in collisions. If $h$ depends on direction through $n_z$ alone, then $g$ is proportional to $n_x$ and sums to zero over azimuth. It adds no energy density, so a temperature independent of $z$ is consistent.

Second, the surface condition must be found. The equilibrium part arrives isotropically and leaves isotropically, with balanced energy flux. The deviation $g$ brings zero net energy to the surface, again because it is odd in $n_x$. The outgoing isotropic distribution is therefore $f_0(T(x))$ itself, and

$$h=0\quad\text{for phonons leaving a surface.}$$

The same condition holds if phonons pass into a neighbouring layer and are replaced by isotropic thermal phonons at the same $T(x)$.

## Solution and local heat flux

Let $s$ be the distance along the normal from the surface that a phonon last left. On either branch, $L\mu\,dh/ds+h=1$. Multiplying by $e^{s/(L\mu)}$ and integrating from $h(0)=0$ gives

$$h=1-e^{-s/(L\mu)},$$

with $s=z$ for upward travel and $s=d-z$ for downward travel. The phonon regains its bulk deviation over the normal distance $L\mu$, which is short at grazing incidence.

The heat flux is the sum of energy times $v n_x$ times $g$. The sum of energy times $\partial f_0/\partial T$ over all modes is $C$, so

$$q_x(z)=-C v^2\tau G\,\langle n_x^2h\rangle,$$

where the brackets average over all directions. With azimuth $\varphi$, $n_x^2=(1-\mu^2)\cos^2\varphi$, and the azimuthal average of $\cos^2\varphi$ is $1/2$. In bulk $h=1$ and

$$\langle n_x^2\rangle=\frac12\int_0^1(1-\mu^2)\,d\mu=\frac13,\qquad k_0=\frac{CvL}{3}.$$

In the film, each vertical sense of travel contributes half of the directions. Dividing by the bulk flux $q_0=-k_0G$ gives the weight $3\times\frac12\times\frac12=\frac34$ for each sense:

$$\frac{q_x(z)}{q_0}=\frac34\int_0^1(1-\mu^2)\left[2-e^{-z/(L\mu)}-e^{-(d-z)/(L\mu)}\right]d\mu.$$

The constant term equals one. The powers $\mu^0$ and $\mu^2$ produce $E_2$ and $E_4$:

$$\frac{q_x(z)}{q_0}=1-\frac34\left[E_2\!\left(\tfrac zL\right)-E_4\!\left(\tfrac zL\right)+E_2\!\left(\tfrac{d-z}L\right)-E_4\!\left(\tfrac{d-z}L\right)\right].$$

At a surface of a thick film, $E_2(0)-E_4(0)=1-\frac13=\frac23$, so the flux is half its bulk value. Arriving phonons carry their full share and departing phonons carry none.

## Thickness average and the factor 3/8

For either sense of travel,

$$\frac1d\int_0^d e^{-s/(L\mu)}\,ds=\frac\mu r\left(1-e^{-r/\mu}\right).$$

The two senses contribute equally, and therefore

$$R(r)=\frac{3}{2r}\int_0^1(\mu-\mu^3)\left(1-e^{-r/\mu}\right)d\mu.$$

The part without the exponential contains $\int_0^1(\mu-\mu^3)d\mu=\frac12-\frac14=\frac14$, and $\frac32\times\frac14=\frac38$. The remaining powers $\mu$ and $\mu^3$ give $E_3$ and $E_5$. Thus, within the grey model and at any thickness,

$$\frac{k}{k_0}=1-\frac{3}{8r}+\varepsilon(r),\qquad \varepsilon(r)=\frac{3}{2r}\left[E_3(r)-E_5(r)\right].$$

To bound $\varepsilon$, use the integral over $u$:

$$E_3-E_5=\int_1^\infty\frac{(u-1)(u+1)}{u^5}e^{-ru}\,du.$$

The integrand is positive for $u>1$. The factor $(u+1)/u^5$ falls from 2 at $u=1$, so the integral is less than $\int_1^\infty2(u-1)e^{-ru}du=2e^{-r}/r^2$. Hence

$$0<\varepsilon(r)<\frac{3e^{-r}}{r^3}.$$

There is no correction in higher powers of $L/d$. The simple law slightly overstates the reduction, because it counts the full missing flux of each surface even where the opposite surface cuts that region short.

In terms of conductance per unit width,

$$kd\simeq k_0\left(d-\frac{3L}{8}\right).$$

Each surface removes the equivalent of a layer $3L/16$ thick. This is an integrated deficit, not a region with zero flux. A straight-line fit of $kd$ against $d$ can yield $k_0$ and $L$ if the films are thick, share the same bulk properties and diffuse surfaces, and are adequately grey.

## Thin films and numerical use

For $r\ll1$ the thick-film law fails. It reaches zero at $r=3/8$ and is negative below that. The correct grey limit follows from $E_n'=-E_{n-1}$ and $E_1(r)=-\ln r-\gamma+O(r)$, where $\gamma$ is Euler's constant. Integrating $E_3''=E_1$ twice, with $E_3(0)=\frac12$ and $E_3'(0)=-1$, gives

$$E_3=\frac12-r+\frac{r^2}{2}\left(-\ln r-\gamma+\frac32\right)+O(r^3).$$

Similarly, $E_5(0)=\frac14$, $E_5'(0)=-\frac13$ and $E_5''(0)=\frac12$, so $E_5=\frac14-\frac r3+\frac{r^2}{4}+\cdots$. On substitution, the terms in $1/r$ cancel, as do the constants, leaving

$$\frac{k}{k_0}\simeq\frac{3r}{4}\left[\ln\frac1r+1-\gamma\right].$$

The logarithm comes from phonons travelling nearly parallel to the surfaces. The same cancellation costs digits when the $E_3-E_5$ formula is evaluated at very small $r$; this limit can then be used instead.

At $d=L$ the full ratio is 0.684 and the leading law gives 0.625, which is 8.6% below the full value. At $d=2L$ the values are 0.819 and 0.813. At $d=5L$ they agree to about $5\times10^{-5}$ in $k/k_0$.

A random walk tests the result without using $h$. Free paths are drawn from an exponential distribution and end early if a surface is reached. Bulk collisions choose isotropic directions. Surface events choose inward directions weighted by $\mu$, as isotropic occupation requires for an emitted flux. Successive azimuths are independent, so cross terms in the squared displacement average to zero, and the diffusivity is $\sum\ell_x^2/(2\sum t)$, where $\ell_x$ is the $x$ displacement of a flight and $t$ its duration. The walk gives $k/k_0=0.6838\pm0.0004$ at $r=1$ and $0.9249\pm0.0004$ at $r=5$. The formula gives 0.68386 and 0.92505.

## Worked example

The example lies in the regime of a crystalline dielectric heat-spreading layer beneath a phase-change memory cell. Its round values are rough and represent no particular material: $d=100$ nm, $L=10$ nm, $C=2.0$ MJ/(m$^3$ K), $v=6000$ m/s and $T=300$ K. The bulk conductivity is

$$k_0=\frac{(2.0\times10^6)(6000)(10\times10^{-9})}{3}=40\ {\rm W/(m\,K)}.$$

With $r=10$, the reduction is $3/80=3.75\%$, and

$$k=40\,(1-0.0375)=38.5\ {\rm W/(m\,K)}.$$

The remainder $\varepsilon$ is $6.9\times10^{-8}$, below its bound of $1.4\times10^{-7}$. Finite thickness is therefore not what limits the accuracy of the law here.

The flux is 0.500 of its bulk value at the surface, 0.879 at 5 nm, 0.953 at 10 nm and 0.9997 at the centre. Each surface removes the equivalent of 1.9 nm. For $|G|=0.1$ K/nm, the mean heat flux has magnitude $38.5\times10^8=3.85\times10^9$ W/m$^2$, or 3.85 mW/$\mu$m$^2$. The temperature changes by 1 K over one mean free path, which is small beside 300 K and supports the linear treatment.

## A broad phonon spectrum

For several phonon groups with paths $L_j$ and fractions $w_j$ of the bulk conductivity, independent relaxation gives $R=\sum_jw_jR(d/L_j)$. If every important $L_j$ is well below $d$,

$$R\simeq\frac{3}{8d}\sum_jw_jL_j.$$

The relevant length is thus the conductivity-weighted mean path. Since $\varepsilon>0$, the right-hand side is also an upper bound when some paths are long.

This mean can diverge. Consider a Debye spectrum with classical heat capacity, common speed and $L(x)=L_m/x^2$, where $x$ is frequency divided by the cutoff. The heat capacity in $dx$ is $3Cx^2dx$, so the bulk conductivity in $dx$ is

$$\frac13(3Cx^2)v\frac{L_m}{x^2}\,dx=CvL_m\,dx.$$

It is uniform in $x$, but the weighted mean path $\int_0^1L_mx^{-2}dx$ diverges. With $\rho=d/L_m$, the reduction is

$$R_{\rm broad}=\int_0^1R(\rho x^2)\,dx=\int_0^\infty R(\rho x^2)\,dx-\int_1^\infty R(\rho x^2)\,dx.$$

For the first integral, integration by parts gives

$$\int_0^\infty\frac{1-e^{-ax^2}}{x^2}\,dx=2a\int_0^\infty e^{-ax^2}dx=\sqrt{\pi a}.$$

The boundary terms vanish at both ends. Setting $a=\rho/\mu$ in the integral form of $R$ gives

$$\int_0^\infty R(\rho x^2)dx=\frac32\sqrt{\frac\pi\rho}\int_0^1(\mu^{1/2}-\mu^{5/2})d\mu=\frac{4\sqrt\pi}{7\sqrt\rho},$$

because the last integral is $\frac23-\frac27=\frac8{21}$. Now take $\rho\gg1$. In the second integral $\rho x^2\ge\rho$, so the thick-film law applies and gives $3/(8\rho)$. Up to exponentially small terms,

$$R_{\rm broad}=\frac{4\sqrt\pi}{7}\sqrt{\frac{L_m}{d}}-\frac{3L_m}{8d}.$$

The leading dependence is now $d^{-1/2}$. Some low-frequency phonons have paths longer than any chosen thickness.

To compare at fixed $C$, $v$ and $k_0$, equate $CvL_m$ with $CvL/3$. This gives $L_m=L/3=3.33$ nm and $\rho=30$. The reduction is 17.2%, or 4.6 times the grey value, for surfaces that are diffuse at every wavelength. The classical heat capacity is itself an idealisation here, since $C$ and $v$ imply a Debye temperature of roughly 700 K; quantum mode weights at 300 K and the same $k_0$ give about 18%. The same bulk conductivity therefore does not fix the size effect. If other scattering removes frequencies below $x_0$, the weighted mean path becomes $L_m/x_0$, and the inverse-thickness law returns once $d$ is well above the longest path, $L_m/x_0^2$.

## Surfaces that are partly specular

Suppose a fraction $p(\mu)$ is reflected specularly and the rest diffusely. Specular reflection preserves $n_x$, and hence $h$. In a thick film the arriving phonons have $h=1$ up to exponentially small terms, so the departing ones have $h=p$. The solution near a surface is $h=1-(1-p)e^{-s/(L\mu)}$, and the previous average becomes

$$R\simeq\frac{3L}{2d}\int_0^1(\mu-\mu^3)[1-p(\mu)]\,d\mu.$$

For constant $p$ this is $3(1-p)L/(8d)$.

For a gently sloping surface with Gaussian height variations of rms size $\eta$, a height $b$ changes the reflected phase by $4\pi b\mu/\lambda$ at wavelength $\lambda$. Averaging the amplitude and squaring it gives

$$p(\mu)=e^{-a\mu^2},\qquad a=\left(\frac{4\pi\eta}{\lambda}\right)^2.$$

Grazing phonons are thus reflected more specularly. Treating the remainder as fully diffuse is a further assumption. Gentle slopes scatter mostly close to the specular direction, which largely preserves $n_x$, so the estimate below tends to overstate the loss for such a surface. For $\eta=0.3$ nm and $\lambda=1$ nm, $R$ falls from 3.75% to 3.26%, with all other settings unchanged. This wavelength is illustrative. Shorter wavelengths bring $R$ closer to the diffuse value (3.62% at 0.5 nm), while longer ones lower it strongly (2.22% at 2 nm, 0.62% at 5 nm). This matters for a broad spectrum, where the long paths belong to long wavelengths. In the Debye model above, $C$ implies a cutoff wavelength near 0.44 nm, so $\lambda\approx0.44\,{\rm nm}/x$, and about 90% of the diffuse reduction comes from wavelengths above 1 nm. For paths comparable with $d$, repeated reflection replaces $1-e^{-r/\mu}$ in $R(r)$ by $(1-p)(1-e^{-r/\mu})/(1-pe^{-r/\mu})$. With this form the broad-spectrum reduction falls from 17.2% to about 7% for $\eta=0.3$ nm and about 2% for $\eta=0.1$ nm.

## Collisions that conserve momentum

Let a fraction $\beta$ of collisions conserve momentum, and let $L_t$ be the path between collisions of either kind. Such collisions relax $g$ towards a drifting distribution proportional to $n_x$. Equating its momentum with that of $g$ fixes the drift as the local flux ratio

$$U(z)=\frac34\int_{-1}^1(1-n_z^2)h\,dn_z.$$

Scaled so that $h=1$ in bulk, the transport equation is

$$L_tn_z\frac{\partial h}{\partial z}+h=1-\beta+\beta U.$$

The scaling multiplies the bulk conductivity by $1/(1-\beta)$ at fixed $L_t$, so its effective path is $L_R=L_t/(1-\beta)$.

Multiply the equation by $\frac34(1-n_z^2)$, then integrate over $n_z$ and $z$. The two surfaces contribute equally, while departing phonons have $h=0$. Thus

$$R=\frac{3L_R}{2d}\int_0^1(\mu-\mu^3)h_{\rm arr}(\mu)\,d\mu,$$

where $h_{\rm arr}$ belongs to phonons arriving at a surface. This is a momentum balance: the momentum missing from resistive collisions is delivered to the surfaces. For $\beta=0$ and a thick film, $h_{\rm arr}=1$ and the factor $3/8$ returns. For $\beta>0$, the drift is weaker near a surface, so $h_{\rm arr}<1$ and less momentum is delivered.

With $\beta=0.5$ and $L_t=5$ nm, $L_R$ remains 10 nm and $k_0$ remains 40 W/(m K). The numerical solution gives $R=3.22\%$.

## Temperature, heater size and leakage

If $L\propto1/T$ while $C$ and $v$ stay fixed, the path at 400 K is 7.5 nm and $R=2.81\%$. The bulk conductivity itself then falls by a quarter, a larger change than the surface effect. Below the Debye temperature $C$ still rises with $T$; for a Debye temperature near 700 K the rise is about 12%, which reduces the fall to about 16%.

A varying gradient adds a separate correction. In bulk, it needs heat sources, taken here to emit isotropic thermal phonons. In this paragraph let $T\propto e^{iQx}$ be the emission temperature, which describes the phonons sent out by collisions and sources together. With $A=QL$ and direction cosine $\xi$ along $x$, the phonon deviation from the mean temperature has the amplitude of $T$ times $1/(1+iA\xi)$. Its part odd in $\xi$ carries the flux, and division by the gradient of $T$ gives

$$\frac{k(Q)}{k_0}=3\int_0^1\frac{\xi^2}{1+A^2\xi^2}\,d\xi\simeq1-\frac{3A^2}{5}.$$

A period of 500 nm gives a bulk loss of 0.94% on this definition. The temperature set by the local energy density has a smaller amplitude, by the factor $\int_0^1d\xi/(1+A^2\xi^2)\simeq1-A^2/3$, so the loss referred to its gradient is only about $4A^2/15$. Either loss should not simply be added to $R$ when accuracy matters, since surfaces and a varying gradient act together.

Let one face leak heat with conductance $H$ per area to a layer at fixed temperature. The energy balance $kd\,T''=H(T-T_{\rm layer})$ gives the decay length $\sqrt{kd/H}$. For $H=10$ MW/(m$^2$ K) this is 620 nm. A uniform gradient is then a local approximation over much shorter distances. The ratio $Hd/k=0.026$ indicates a small temperature variation across the film compared with $T-T_{\rm layer}$. It uses the in-plane $k$; the effective conductivity across the film is somewhat lower, about 35 W/(m K) between black walls, which does not change this conclusion. The conclusion does depend on $H$: for $H=100$ MW/(m$^2$ K), an order often met at direct solid contacts, $Hd/k=0.26$ and the decay length is only about 200 nm.

## Use for a real memory layer

A thickness of 100 nm is plausible for a heat-spreading layer, but 40 W/(m K) presumes good crystallinity; an amorphous dielectric is roughly at the 1 W/(m K) level. The chosen gradient is low for the immediate surroundings of a melting cell. There, several hundred kelvin can fall over some tens of nanometres. The gradient can then change within a few mean free paths, and the material properties vary with temperature, so the result for a uniform small gradient should not be relied on. Grain boundaries also alter both $k_0$ and the path distribution.

Among the effects sized here on the surface reduction, the single mean free path is the most consequential assumption when the surfaces are diffuse at all wavelengths: replacing it by the broad model then moves $R$ from 3.75% to 17.2% at the same $k_0$. On smooth surfaces much of this excess disappears, because the long-path phonons have long wavelengths and reflect largely specularly. The $3L/(8d)$ law needs $L$ to be the conductivity-weighted mean path; the value $3k_0/(Cv)$ can be much smaller, by a factor of about 2 in the broad model with $x_0=0.2$. With that $L$, the law is suitable for design when the important paths are known to lie well below $d$, the surfaces are diffuse, resistive collisions dominate and both the temperature and its gradient vary slowly over a path. Otherwise the path distribution should enter the calculation directly. The numerical output follows.

## Table of computed values

```
film thickness: 100 nm
grey mean free path: 10 nm
heat capacity: 2.0 MJ/(m3 K)
phonon speed: 6000 m/s
temperature: 300 K
temperature gradient: 0.1 K/nm
temperature change per path: 1.0 K
thickness / mean free path: 10.0
bulk conductivity: 40.00 W/(m K)
film conductivity: 38.50 W/(m K)
leading reduction: 3.750 %
full grey reduction: 3.750 %
exponential remainder in k/k0: 6.89e-08
bound on that remainder: 1.36e-07
missing layer per surface: 1.875 nm
in-plane heat flux: 3.850 mW/um2
flux / bulk flux at 0 nm: 0.5000
flux / bulk flux at 5 nm: 0.8789
flux / bulk flux at 10 nm: 0.9532
flux / bulk flux at 50 nm: 0.9997
d=10 nm, k/k0 full, leading: 0.68386, 0.62500
d=20 nm, k/k0 full, leading: 0.81911, 0.81250
d=50 nm, k/k0 full, leading: 0.92505, 0.92500
d=200 nm, k/k0 full, leading: 0.98125, 0.98125
random walk k/k0 at d/L=1: 0.6838 +/- 0.0004
random walk k/k0 at d/L=5: 0.9249 +/- 0.0004
broad spectrum, path at cutoff: 3.333 nm
broad-spectrum reduction: 17.24 %
broad / grey reduction: 4.60
surface rms roughness: 0.3 nm
phonon wavelength for roughness: 1.0 nm
reduction with grazing reflection: 3.26 %
momentum-conserving collision share: 0.5
total path in that case: 5.0 nm
reduction in that case: 3.22 %
higher operating temperature: 400 K
mean free path when hot: 7.5 nm
reduction when hot: 2.81 %
period of nonuniform gradient: 500 nm
bulk loss from nonuniformity: 0.94 %
leakage conductance: 10 MW/(m2 K)
cross-film Biot number: 0.0260
thermal healing length: 620 nm
```
